# Band-Edge Response to Strain at a Threefold-Symmetric Valley: Two Derivations, part 2

How do the energy and position of a band extremum at K respond to a small homogeneous strain of a two-dimensional crystal? A first derivation answered this from threefold symmetry for a smooth, nondegenerate band. A second now expands an explicit honeycomb-lattice Hamiltonian.

The symmetric strain tensor $\varepsilon$ carries a lattice vector $\mathbf R$ to $(1+\varepsilon)\mathbf R$. A state with laboratory wave vector $\mathbf k$ has material wave vector $\boldsymbol\kappa=(1+\varepsilon)\mathbf k=\mathbf K+\mathbf q$, and fixed K means $\mathbf q=0$. Plane vectors are also written as complex numbers, $q=q_x+iq_y$. The area change and shear are

$$
T=\varepsilon_{xx}+\varepsilon_{yy},
\qquad
\eta=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy},
$$

and strain acts on a vector as $\varepsilon v=Tv/2+\eta v^*/2$. Under a 120° rotation, with $\omega=e^{2\pi i/3}$, $q$ acquires $\omega$, $\eta$ acquires $\omega^2$, and $T$ is unchanged.

The algebra uses atomic units, $\hbar=m_e=e=1$; the numerical example uses eV and Å. $O(2)$ means second order in $q$ and strain together.

The first derivation gave

$$
E=E_0+DT+\frac{|q|^2}{2m}+\mathrm{Re}(B\eta q)+\cdots,
\qquad
q_e=-m(B\eta)^* ,
$$

where $E_0$ is the unstrained edge energy, $D$ the area coefficient, $m$ the signed mass (negative at a maximum), $B$ the shear coupling and $q_e$ the leading displacement of the extremum. The edge energy has no linear shear term. The energy at the extremum minus that at fixed K is $-m|B\eta|^2/2$ at leading order.

For a stretch $e$ along an axis at angle $\theta$, with transverse strain $-\nu e$,

$$
T=(1-\nu)e,
\qquad
\eta=(1+\nu)e\,e^{2i\theta}.
$$

To first order, the extremum's laboratory wave vector is $k_e\simeq K+q_e-\varepsilon K$, where $-\varepsilon K$ is the shift of the carried K point.

### The model

Sublattices A and B have site energies $+\Delta$ and $-\Delta$, with one orbital per site. The orbitals are taken as orthonormal at every strain. Nearest neighbours are joined by a hopping of unstrained value $t_1$, and neighbouring sites of the same sublattice by $t_A$ or $t_B$. The bond length is $d$, and the lattice constant is $a=\sqrt3d$. Hoppings depend on distance alone:

$$
t_1e^{-\beta_1(\ell/d-1)},
\qquad
t_se^{-\beta_2(\ell/a-1)},\quad s=A,B.
$$

The site energies do not change with strain, which defines the model's energy zero as their mean. A material also has strain-dependent site energies relative to vacuum; their effect is considered at the end.

Shear may shift B relative to A beyond the homogeneous deformation. Let this internal displacement be $u=dZ\eta^*$. Its form respects the rotation: both $u$ and $\eta^*$ acquire $\omega$. A displacement proportional to $T$ would not acquire that factor and is excluded. With the mirror $x\to-x$, $u\to-u^*$ and $\eta\to\eta^*$, which requires $Z=-Z^*$, so $Z$ is imaginary.

In the basis labelled by material positions, the Hamiltonian is

$$
H=\begin{pmatrix}
\Delta+t_Ag & f\\
f^* & -\Delta+t_Bg
\end{pmatrix},
$$

where $f$ sums the three nearest-neighbour terms and $g$ the six same-sublattice terms, the latter with $t_s$ taken out. Using strained positions in the phases instead would multiply the B orbital by a phase depending on $\mathbf k$. That changes the phase of $f$, not the eigenvalues.

### Expansion of the nearest-neighbour term

Write the bonds from A to B as $d z_j$, with $z_j=e^{i\theta_j}$ and $\theta_j=90^\circ,210^\circ,330^\circ$. Then

$$
\sum_jz_j=0,\qquad \sum_jz_j^2=0,\qquad z_j^3=-i .
$$

Choose $K=4\pi/(3a)$ on the $x$ axis. The Bloch phases on the three bonds are $1$, $e^{-2\pi i/3}$ and $e^{2\pi i/3}$, which can be written together as $iz_j^*$.

The relative change of bond length to first order is the component of the displacement along the bond, divided by $d$:

$$
\begin{aligned}
s_j&=\mathrm{Re}\left[z_j^*\left(\frac T2z_j+\frac\eta2z_j^*+Z\eta^*\right)\right]\\
&=\frac T2+\frac12\mathrm{Re}(\eta z_j^{*2})+\mathrm{Re}(Z^*\eta z_j).
\end{aligned}
$$

In the last term the real part was rewritten as that of its conjugate. Because $z_j^{*3}=i$, one has $z_j^{*2}=iz_j$, and therefore

$$
s_j=\frac T2+\mathrm{Re}(C\eta z_j),
\qquad C=\frac i2+Z^* .
$$

The hopping is $t_1(1-\beta_1s_j)$ to first order. Also $\mathbf q\cdot\boldsymbol\delta_j=d(qz_j^*+q^*z_j)/2$, where $\boldsymbol\delta_j$ is the bond vector. Thus

$$
f\simeq t_1\sum_jiz_j^*
\left[1+\frac{id}{2}(qz_j^*+q^*z_j)-\beta_1s_j\right].
$$

The leading one cancels because $\sum_jz_j^*=0$. The $T$ part of $s_j$ cancels for the same reason. In the wave-vector part, $\sum_jz_j^{*2}=0$ and $\sum_jz_j^*z_j=3$, leaving $-3t_1dq^*/2$. In the shear part, the same two sums leave $-3i\beta_1t_1C\eta/2$. Put $\lambda=iC=-1/2+iZ^*$. Then

$$
f=-\frac32t_1\left(dq^*+\beta_1\lambda\eta\right)+O(2).
$$

At K the three hopping amplitudes interfere destructively. Equal changes preserve the cancellation, whereas shear upsets it. A shift of wave vector can restore it, which is the microscopic origin of the larger part of the displacement in the example below.

### Expansion of the same-sublattice term

Let the six lattice vectors be $aw_l$, where $w_l=e^{i\phi_l}$ and $\phi_l=0,60^\circ,\ldots,300^\circ$. Set $c_l=w_l^3=\pm1$. Direct substitution of the six angles gives

$$
\cos(\mathbf K\cdot\mathbf R_l)=-\frac12,
\qquad
\sin(\mathbf K\cdot\mathbf R_l)=-\frac{\sqrt3}{2}c_l .
$$

The relative length change is $p_l=T/2+\mathrm{Re}(\eta w_l^{*2})/2$. There is no internal displacement here, since both ends belong to the same sublattice. Keeping terms up to second order in $q$, and strain to first order,

$$
\begin{aligned}
g\simeq\sum_l(1-\beta_2p_l)\Big[
&-\frac12+\frac14(\mathbf q\cdot\mathbf R_l)^2\\
&+\frac{\sqrt3}{2}c_l\,\mathbf q\cdot\mathbf R_l\Big].
\end{aligned}
$$

The pieces are evaluated in turn.

- The constant is $6(-1/2)=-3$.
- The strain term at $q=0$ is $(\beta_2/2)\sum_lp_l=3\beta_2T/2$. Shear cancels because $\sum_lw_l^{*2}=0$.
- The linear term in $q$ contains $\sum_lc_lw_l^*=\sum_lw_l^2=0$ and vanishes.
- Since $(\mathbf q\cdot\mathbf R_l)^2=a^2[|q|^2+\mathrm{Re}(q^2w_l^{*2})]/2$, its sum is $3a^2|q|^2$. The quadratic term is $3a^2|q|^2/4$.

For the mixed term, the $T$ part again vanishes with $\sum_lc_lw_l^*$. The shear part is

$$
-\frac{\sqrt3}{4}\beta_2a\sum_lc_l\,
\mathrm{Re}(\eta w_l^{*2})\,\mathrm{Re}(qw_l^*).
$$

The product of real parts is

$$
\frac12\mathrm{Re}(\eta qw_l^{*3})
+\frac12\mathrm{Re}(\eta q^*w_l^*) .
$$

Here $w_l^{*3}=c_l$ and $c_l^2=1$, so the first part sums to $3\,\mathrm{Re}(\eta q)$. The second contains $\sum_lc_lw_l^*=0$. Collecting everything,

$$
g=-3+\frac32\beta_2T+\frac34a^2|q|^2
-\frac{3\sqrt3}{4}\beta_2a\,\mathrm{Re}(\eta q)+\cdots .
$$

The omitted terms are second order in strain alone or third order overall.

### The two band edges

With diagonal elements $h_A$ and $h_B$, the eigenvalues of $H$ are

$$
E_\pm=\frac{h_A+h_B}{2}
\pm\sqrt{\frac{(h_A-h_B)^2}{4}+|f|^2}.
$$

For $|f|\ll h_A-h_B$, expanding the square root gives $E_+\simeq h_A+|f|^2/(h_A-h_B)$ and $E_-\simeq h_B-|f|^2/(h_A-h_B)$. Since $|f|^2$ is already second order, the denominator may be replaced by its unstrained value at K,

$$
G=2\Delta-3(t_A-t_B)>0 .
$$

The squared amplitude is

$$
|f|^2=\frac94t_1^2\left[d^2|q|^2
+2d\beta_1\mathrm{Re}(\lambda\eta q)
+\beta_1^2|\lambda\eta|^2\right].
$$

Let $\sigma=+1$ and $s=A$ for conduction, and $\sigma=-1$ and $s=B$ for valence. Substitution and comparison with the general expansion give $E_0=\sigma\Delta-3t_s$ and

$$
\begin{aligned}
D&=\frac32\beta_2t_s,\\
\frac1m&=\sigma\frac{9t_1^2d^2}{2G}+\frac32t_sa^2,\\
B&=\sigma\frac{9t_1^2d\beta_1\lambda}{2G}
-\frac{3\sqrt3}{4}\beta_2t_sa .
\end{aligned}
$$

Thus the explicit expansion has the form found by symmetry. There is no linear shear term in either edge, and both masses are isotropic. The nearest-neighbour hopping does not enter $D$, because its amplitude vanishes at K and affects the energy through its square.

If $t_A=t_B=0$, the ratio $B/(1/m)$ is $\beta_1\lambda/d$ for both bands, so both extrema move to $q_e=-\beta_1(\lambda\eta)^*/d$, where $f$ vanishes at leading order. Their energies are then $\pm\sqrt{\Delta^2+|f|^2}$, which equal $\pm\Delta$ at a zero of $f$. Same-sublattice hopping makes the displacements differ in general, and shear then makes the gap indirect.

### A worked example

Take round parameters that represent no named material: $d=1.8$ Å, $\Delta=1$ eV, $t_1=1.2$ eV, $t_A=0.10$ eV, $t_B=-0.05$ eV, $\beta_1=3$, $\beta_2=5$ and $Z=0.2i$. Then $a=3.118$ Å, $\lambda=-0.5+0.2=-0.3$, and $G=2-3(0.15)=1.55$ eV.

The area coefficients are $D_c=1.5(5)(0.10)=0.75$ eV, or 0.0276 hartree, and $D_v=1.5(5)(-0.05)=-0.375$ eV, or −0.0138 hartree. With $\hbar$ restored, the conduction curvature is

$$
\frac{\hbar^2}{m_c}=13.545+1.458=15.003\ \text{eV Å}^2 ,
$$

where the two parts come from $t_1$ and $t_A$. The corresponding coupling is

$$
B_c=-6.77-2.03=-8.80\ \text{eV Å}.
$$

For valence, the values are $-14.27$ eV Å² and $7.79$ eV Å. The signed masses are 0.508 and −0.534 electron masses. The displacement per unit $\eta^*$ is $8.798/15.003=0.586$ Å⁻¹ for conduction (0.310 bohr⁻¹) and $7.785/14.274=0.545$ Å⁻¹ for valence (0.289 bohr⁻¹).

Now stretch the crystal by 1% along $x$, with $\nu=0.25$. This gives $T=0.0075$ and $\eta=0.0125$. The linear conduction shift is $0.75(0.0075)=5.63$ meV; diagonalization with hoppings from the strained distances gives 5.38 meV. The valence values are −2.81 and −2.69 meV. At 2% strain the conduction values are 11.25 and 10.28 meV. The difference between linear and full results grows from 0.25 to 0.97 meV, close to the factor of four expected of a second-order remainder. Tests at smaller strain confirm that scaling, and the uniaxial slope is the same along the four directions tested.

At 1% strain the linear displacement is $0.586(0.0125)=0.0073$ Å⁻¹ for conduction, against 0.0075 Å⁻¹ in the full calculation. To first order, the carried K point moves in the laboratory frame by $-1.344(0.01)=-0.0134$ Å⁻¹. The linear laboratory displacement is therefore $-0.0134+0.0073=-0.0061$ Å⁻¹, against $-0.0059$ Å⁻¹ without linearization. A comparison of valley positions must state which coordinates it uses.

The computed coefficient for following the conduction valley is −2.58 eV per $|\eta|^2$. At this strain it gives $-2.58(0.0125)^2=-0.40$ meV. The corresponding valence change is $+2.12(0.0125)^2=+0.33$ meV. Reading both energies at K would therefore overestimate the gap by about 0.73 meV at leading order. The full gap change between the followed edges is 8.07 meV, so the error is about 9% of that change. This fraction belongs to the chosen parameters: it grows with $|B|^2$ and falls as the gap coefficient $D_c-D_v$ grows in size. In the same model it is 22% for $Z=0$ and 2% for $Z=0.4i$. The linear coefficient survives this choice of reading point; a finite-strain gap need not do so to the accuracy required.

The two full displacements differ by $5.25\times10^{-4}$ Å⁻¹. To estimate the energetic consequence, write the vertical gap near its minimum as two parabolas with positive curvatures $A_c$ and $A_v$ and centres separated by $\delta$. Minimizing $A_cx^2/2+A_v(x-\delta)^2/2$ gives $x=A_v\delta/(A_c+A_v)$ and the value

$$
\frac{A_cA_v}{2(A_c+A_v)}\delta^2\approx1\times10^{-6}\ \text{eV}.
$$

The strained gap is indirect in this model, but the smallest vertical gap exceeds it by about a microelectronvolt.

### Two cases outside the result

The M points show what happens without threefold symmetry. For real $\eta$, the conduction energies at the three M points have slopes −2.45, 1.22 and 1.22 eV. Their sum vanishes because a 120° rotation permutes the points, but an individual point responds linearly to shear.

Nondegeneracy can be removed by setting $\Delta=t_A=t_B=0$. The energies are then $\pm|f|$, and at fixed K

$$
|E|=\frac32t_1\beta_1|\lambda\eta|
=1.62\,|\eta|\ \text{eV}.
$$

This is linear and has a cusp at zero strain. The crossing moves to the zero of $f$ and stays at zero energy, but no smooth nondegenerate band exists there to which the mass expansion could apply. With a finite gap, the quadratic expansion of the energy at fixed K requires $|f|\ll G$. In the example at 1% strain, $|f|$ at K is about 0.02 eV against $G=1.55$ eV.

### What each derivation assumes

The symmetry derivation makes no choice of orbitals, hopping range or distance law. It applies equally to bands from a mean-field calculation and to quasiparticle energies, provided that they are smooth, nondegenerate and covariant under the rotation. It needs a structure that follows strain without choosing a different symmetry-breaking state. In return for this generality, it leaves the values and signs of $D$, $m$ and $B$ undetermined.

The lattice derivation assumes much more: two orthonormal orbitals, hoppings that depend on length, two neighbour shells and fixed site energies. It then gives the coefficients and shows how they arise. Threefold symmetry is still present, but it enters through the sums over bonds instead of through a condition imposed on the energy.

Changing the model shows the difference. Suppose that each site energy receives an extra contribution depending on the lengths of its three nearest-neighbour bonds. Its linear change is proportional to

$$
\sum_js_j=\frac{3T}{2}
+\mathrm{Re}\left(C\eta\sum_jz_j\right)=\frac{3T}{2}.
$$

The value of $D$ changes, possibly by a different amount for each band, while the absence of a linear shear shift remains. The numerical $D$ above therefore belongs to this model and its energy zero. For a material, $D$ has to be calculated with a stated reference, and a common shift of both edges cancels from the gap. The form of the response needs the weaker assumptions; its size needs the electronic structure.

The numerical output below gives the edge shifts and displacements to more digits.

## Table of computed values

```
bond length d = 1.80 angstrom
lattice constant a = 3.1177 angstrom
K on the x axis = 1.3436 1/angstrom
delta, t1, tA, tB = 1.00, 1.20, 0.10, -0.05 eV
beta1, beta2 = 3.0, 5.0 (dimensionless)
Z = 0.20 i; nu = 0.25 (dimensionless)
unstrained gap = 1.5500 eV
conduction: unstrained edge = 0.7000 eV
  D formula = 0.7500 eV = 0.02756 hartree
  D from diagonalization = 0.7500 eV
  largest shear slope of edge = 7.9e-10 eV
  hbar^2/m = 15.0033 eV angstrom^2
  signed mass m = 0.5079 electron masses
  B = -8.7976 eV angstrom
  q_edge/conj(eta) = 0.5864 1/angstrom = 0.3103 1/bohr
  following energy/|eta|^2: formula -2.5794, diagonalized -2.5794 eV
  uniaxial slopes at 0,15,30,90 deg = 0.5625, 0.5625, 0.5625, 0.5625 eV
valence: unstrained edge = -0.8500 eV
  D formula = -0.3750 eV = -0.01378 hartree
  D from diagonalization = -0.3750 eV
  largest shear slope of edge = 3.5e-10 eV
  hbar^2/m = -14.2743 eV angstrom^2
  signed mass m = -0.5338 electron masses
  B = 7.7851 eV angstrom
  q_edge/conj(eta) = 0.5454 1/angstrom = 0.2886 1/bohr
  following energy/|eta|^2: formula 2.1230, diagonalized 2.1230 eV
  uniaxial slopes at 0,15,30,90 deg = -0.2813, -0.2813, -0.2813, -0.2813 eV
uniaxial strain along x = 1 %: T = 0.0075, eta = 0.0125
  conduction shift: linear 0.005625, full 0.005379 eV
  conduction qx: linear 0.007330, full 0.007459 1/angstrom
  valence shift: linear -0.002812, full -0.002692 eV
  valence qx: linear 0.006817, full 0.006934 1/angstrom
  full gap change = 0.008070 eV
  conduction minus valence qx = 0.000525 1/angstrom
uniaxial strain along x = 2 %: T = 0.0150, eta = 0.0250
  conduction shift: linear 0.011250, full 0.010280 eV
  conduction qx: linear 0.014660, full 0.015182 1/angstrom
  valence shift: linear -0.005625, full -0.005148 eV
  valence qx: linear 0.013635, full 0.014107 1/angstrom
  full gap change = 0.015428 eV
  conduction minus valence qx = 0.001075 1/angstrom
M-point conduction slopes with real eta = -2.4461, 1.2231, 1.2231 eV
gapless energy at fixed K per |eta| = 1.6200 eV
```
